Exact and second-order stabilisation in a two-level Ga–N dative bond

**Problem**

When a gallium alkyl or hydride meets ammonia in the gas feed of a nitride reactor, the nitrogen lone pair can donate into the empty p-type orbital on gallium. The smallest model of this dative bond keeps two orthonormal orbitals: a donor d on nitrogen and an acceptor a on gallium. The acceptor level lies above the donor level by Δ > 0, and the two are coupled by a real matrix element t. Two electrons of opposite spin start in d. In parts (a) to (e) they move independently: their mutual repulsion enters at most through an average field already contained in Δ and t. Energies are in hartree, lengths in bohr.

The stabilisation S is the energy of the initial configuration minus the ground-state energy. "Exact" means exact within the two-level model.

(a) Find S.

(b) Find the second-order estimate S₂. Which configuration does it leave out, and what does that configuration do to the next term?

(c) At what value of x = |t|/Δ does S₂ differ from S by ten per cent of S?

(d) How much charge has moved to the acceptor at that point? Evaluate the coupling and both energies for the chosen gap Δ = 0.5 hartree.

(e) For H₃Ga–NH₃, a calculation from RHF/def2-SVP fragments gives these values at Ga–N distance R:

R = 3.6: Δ = 0.7960, |t| = 0.0453
R = 4.0: Δ = 0.7236, |t| = 0.0469
R = 4.5: Δ = 0.6551, |t| = 0.0444
R = 5.0: Δ = 0.6049, |t| = 0.0398
R = 6.0: Δ = 0.5402, |t| = 0.0299

On which side of the ten per cent point does the molecule lie?

The fragments have fixed, chosen geometries (Ga–H 3.0 bohr, N–H 1.9 bohr, angles N–Ga–H 100° and Ga–N–H 111°). Their occupied orbitals are made mutually orthogonal symmetrically, and d is the resulting lone pair. The orbital a is the lowest empty orbital of gallane with its occupied components projected out. Δ and t are matrix elements of the Fock operator of this unrelaxed density.

**Hints**

1. For independent electrons, solve the one-electron problem first and fill its lower level twice.

2. For (b), write the two-electron Hamiltonian in the singlet states dd, (da + ad)/√2 and aa. Watch the factor √2 in the couplings.

3. For (c), form S₂/S and remove the square root from the denominator.

4. For (d), the derivative of a level with respect to Δ gives its weight on the acceptor.

**Solution**

**(a) Exact stabilisation**

Put the donor level at zero. An eigenvalue ε of the one-electron matrix with diagonal 0, Δ and off-diagonal element t obeys

ε(ε − Δ) − t² = 0,

so

ε± = [Δ ± √(Δ² + 4t²)]/2.

The two electrons have opposite spins, so both can occupy the lower level. The ground-state energy is 2ε₋ and the initial energy is 0. Hence

S = −2ε₋ = √(Δ² + 4t²) − Δ.

The sign of t does not matter, since it can be reversed by changing the sign of one orbital. For Δ → 0 the result becomes 2|t|, the stabilisation of two electrons in a bond between degenerate levels.

**(b) Second order**

In the singlet states dd, (da + ad)/√2 and aa, the diagonal energies are 0, Δ and 2Δ. The first coupling is

⟨dd|H|(da + ad)/√2⟩ = (t + t)/√2 = √2 t,

because either electron can make the transfer. The coupling between the second and third states is √2 t for the same reason. A one-electron operator cannot move two electrons at once, so dd and aa are not coupled directly.

The perturbation has no diagonal element, so the first-order energy vanishes. At second order only the singly transferred state contributes:

S₂ = (√2 t)²/Δ = 2t²/Δ.

The doubly transferred state aa is missing. To see its effect, expand the exact result with √(1 + u) = 1 + u/2 − u²/8 + …, where u = 4x²:

S = Δ(2x² − 2x⁴ + …) = 2t²/Δ − 2t⁴/Δ³ + … .

If aa is deleted, a 2×2 matrix with coupling √2 t remains, and

S(without aa) = [√(Δ² + 8t²) − Δ]/2.

Now u = 8x², so the bracket is Δ(4x² − 8x⁴ + …), and

S(without aa) = 2t²/Δ − 4t⁴/Δ³ + … .

Double transfer therefore halves the leading correction. It stabilises the singly transferred state from above, which partly offsets the loss beyond second order.

The overestimate by S₂ has a simple origin. Let s = −ε₋ be the lowering per electron. The eigenvalue equation reads s(Δ + s) = t², so with S = 2s

S = 2t²/(Δ + S/2).

The exact denominator contains the donor's own lowering. Second order keeps the original, smaller gap.

**(c) The ten per cent point**

Multiply numerator and denominator of S₂/S by √(Δ² + 4t²) + Δ. The denominator becomes (Δ² + 4t²) − Δ² = 4t², apart from the factor Δ already present in S₂:

S₂/S = (2t²/Δ)[√(Δ² + 4t²) + Δ]/(4t²) = [1 + √(1 + 4x²)]/2.

This ratio exceeds 1 for every nonzero t and grows steadily with x, so each positive error is reached at one value of x. Let the error relative to S be η, so that S₂/S = 1 + η. Then

√(1 + 4x²) = 1 + 2η,

4x² = (1 + 2η)² − 1 = 4η + 4η²,

x = √[η(1 + η)].

For η = 0.1,

x = √0.11 ≈ 0.332.

The coupling is then one third of the gap. For small errors x ≈ √η: a one per cent error already occurs at x ≈ 0.100, and five per cent at 0.229.

The reference of the error matters. If the difference is divided by S₂ instead, ten per cent means S/S₂ = 0.9. Then S₂/S = 10/9, so η = 1/9 and x = √10/9 ≈ 0.351.

At x² = 0.11 the next term of the series is still useful. In units of Δ, second order gives 0.2200, while adding −2x⁴ = −0.0242 gives 0.1958. The exact value is √1.44 − 1 = 0.2000, so the error falls from 10 per cent too high to 2.1 per cent too low. The binomial expansion converges for 4x² < 1, that is for x < 1/2. Beyond that limit the series diverges: just above x = 1/2 the first few added terms can still improve the estimate, but further terms eventually make it worse. In the strong-coupling limit S approaches 2|t| − Δ while S₂ grows as t², and the ratio S₂/S approaches x + 1/2.

**(d) Charge and energies**

Let w be the weight of the lower orbital on the acceptor. Only the acceptor's diagonal element depends on Δ, so the derivative of the eigenvalue is this weight:

w = dε₋/dΔ = [1 − Δ/√(Δ² + 4t²)]/2.

Two electrons occupy the orbital, so the transferred charge, in electrons, is

q = 2w = 1 − 1/√(1 + 4x²) = 1 − 1/(1 + 2η) = 2η/(1 + 2η).

At η = 0.1 this is 0.2/1.2 = 1/6. One sixth of an electron has moved when second order is wrong by ten per cent, whatever the gap.

The energies also follow from η alone:

S = Δ[√(1 + 4x²) − 1] = 2ηΔ,

S₂ = 2x²Δ = 2η(1 + η)Δ.

For Δ = 0.5 hartree,

|t| = 0.3317 × 0.5 = 0.1658 hartree (4.51 eV),

S = 0.2 × 0.5 = 0.100 hartree (262.5 kJ/mol),

S₂ = 0.22 × 0.5 = 0.110 hartree (288.8 kJ/mol).

The ten per cent error is an absolute error of 0.010 hartree, or about 26 kJ/mol. A modest relative error can thus be large on a chemical energy scale.

**(e) The molecule in the mean field**

At R = 4.0 bohr (2.117 Å),

x = 0.0469/0.7236 = 0.065.

From part (c), η = [√(1 + 4x²) − 1]/2, which is close to x² for small x. This gives 0.065² ≈ 0.0042, or 0.42 per cent. The five distances, in increasing order, give x = 0.057, 0.065, 0.068, 0.066 and 0.055. The largest error among them is 0.46 per cent, at R = 4.5 bohr.

In this mean-field description, and with the orbitals defined in the problem, the molecule lies far on the perturbative side. With the gap at R = 4.0 held fixed, ten per cent would require |t| = 0.332 × 0.7236 ≈ 0.24 hartree, about five times the computed coupling.

The gap is much wider than the difference of the free-fragment levels, 0.0231 − (−0.4173) = 0.4404 hartree. Both the field of the partner and the orthogonalisation shift the levels, and they need not act in the same direction; the calculation gives only their combined effect. With these orbitals the coupling does not rise steadily on approach: among the five distances it is largest at 4.0 bohr.

The stabilisation at 4.0 bohr is 0.00605 hartree (15.9 kJ/mol) in this basis. The value is not converged with respect to the basis: def2-TZVP with the same orbital definitions leaves the gap almost unchanged (0.720) but lowers |t| to 0.039, x to 0.054 and S to about 0.0042 hartree (about 11 kJ/mol). The side of the ten per cent point does not change. This is a lowering of occupied one-electron levels in a frozen field, not the binding energy of the adduct. Electrostatic attraction, Pauli repulsion, relaxation of the fragments and all other donor and acceptor orbitals are left out. The values of Δ and t also depend on how the overlapping fragment orbitals are made orthogonal. The choice made here leaves the space spanned by the occupied fragment orbitals unchanged, but gives the projected acceptor a tail on ammonia. If the acceptor is instead kept as it is in free gallane, and the occupied ammonia orbitals are made orthogonal to it and to the occupied gallane orbitals, then with the Fock operator of the resulting density Δ ≈ 0.29 and |t| ≈ 0.12 hartree at 4.0 bohr, so x ≈ 0.43 and the error is about 16 per cent. The answer to (e) thus belongs to the chosen orbitals, not to the molecule alone. The small error therefore says that second order solves this two-level problem well, not that it describes the whole Ga–N bond well.

**Variation 1: repulsion shifts the levels**

Suppose electron repulsion places the singly transferred singlet at G > 0 and the doubly transferred one at κG, with κ ≥ 1. Both couplings stay √2 t. Where is the ten per cent point now?

The matrix has determinant −2t²κG < 0 and trace (1 + κ)G > 0. A negative product of three eigenvalues means that one or three are negative, and the positive trace excludes three. The single negative eigenvalue is −S. Eliminating the two excited amplitudes gives

S = 2t²/[G + S − 2t²/(κG + S)].

Second order is S₂ = 2t²/G. The condition S₂ = (1 + η)S requires the square bracket to equal (1 + η)G. Write σ = S/G, so that 2t²/G² = (1 + η)σ. Then

1 + σ − (1 + η)σ/(κ + σ) = 1 + η,

(σ − η)(κ + σ) = (1 + η)σ,

σ² + (κ − 1 − 2η)σ − ηκ = 0.

The product of the roots is −ηκ < 0, so there is one positive root, and it fixes the coupling:

(t/G)² = (1 + η)σ/2.

Independent electrons have κ = 2. For η = 0.1 the equation is then σ² + 0.8σ − 0.2 = 0, with σ = 0.2 and (t/G)² = 0.11, as before. If double transfer is very costly, κ → ∞, then σ → η and (t/G)² → 0.055, so the point moves down to |t|/G ≈ 0.235. At κ = 1 it moves up to 0.487. With the gap fixed at G, an expensive doubly transferred state makes second order fail sooner, because the help from above described in part (b) is lost.

The condition κ ≥ 1 can be read from the same quadratic solved for the error:

η = σ(σ + κ − 1)/(2σ + κ).

For κ < 1 this is negative at small σ: second order then first underestimates the stabilisation.

**Variation 2: the interacting pair in H₃Ga–NH₃**

Now let the two electrons in d and a repel each other explicitly, with all other electrons frozen. Does the molecule stay below ten per cent?

Let h be the one-electron operator including the field of the frozen electrons, and write (ij|kl) for the repulsion between the charge distributions ij and kl. Set J = (dd|aa) and K = (da|da). The initial energy is 2h_dd + (dd|dd), and the singly transferred singlet has energy h_dd + h_aa + J + K. The Fock levels are F_dd = h_dd + (dd|dd) and F_aa = h_aa + 2J − K. Subtracting the two energies and replacing h by F gives

G = Δ − J + 2K.

The attraction between the transferred electron and the hole it leaves lowers the cost of transfer. At R = 4.0 bohr,

G = 0.7236 − 0.2862 + 2 × 0.0228 ≈ 0.483 hartree.

The first coupling is V = √2[h_da + (dd|da)] = √2 F_da = √2 t. The second is B = √2[h_da + (aa|da)], which need not equal V. Repulsion also couples dd directly to aa, with element K. With D = κG for the energy of aa, the complete second-order sum is

S₂ = 2t²/G + K²/D.

At R = 4.0 bohr, κ = 2.615 and D ≈ 1.263 hartree. The two terms are about 0.0091 and 0.0004 hartree, together 0.0095. Diagonalising the 3×3 matrix gives S = 0.00948 hartree (24.9 kJ/mol), and the error is 0.36 per cent of S. Over the five distances, in increasing order, the errors are 0.42, 0.36, −0.11, −0.58 and −0.61 per cent. With these orbitals the error stays far below ten per cent, but second order no longer always overestimates.

The change of sign follows from eliminating the excited amplitudes with all three couplings present:

S = [V²(D + S) + K²(G + S) − 2VBK]/[(G + S)(D + S) − B²].

Divide numerator and denominator by GD and keep the leading corrections:

S ≈ S₂ − (V²/G)(S/G) − (K²/D)(S/D) − 2VBK/(GD) + S₂B²/(GD).

The second and third terms are the widening of the gaps, which lowers S. The last term is the help from above, which raises it. The cross term has the sign of −VB, since K > 0. In the molecule B/V is negative at all five distances (−0.416 at 4.0 bohr, −0.943 at 6.0 bohr), so the cross term also raises S.

At 4.0 bohr the widening costs about 1.9 per cent of S, while the cross term returns 1.4 and the last term 0.1. Widening wins, and second order is slightly too high. At 6.0 bohr the corresponding figures are 1.6, 1.8 and 0.4 per cent, and second order is slightly too low. The small total error thus owes something to cancellation, although in def2-SVP each separate correction is below 2.5 per cent of S at all five distances. Because the total is a near-cancellation, its sign depends on the basis: in def2-TZVP at 4.0 bohr, B/V is −0.76, the three figures are 1.3, 2.7 and 0.3 per cent, S is 0.0068 hartree, and second order is 1.7 per cent too low. The smallness of the error persists, but the distance at which it changes sign is not a converged quantity.

This also limits the use of Variation 1. With t/G = 0.097 and κ = 2.6, its equal-coupling formula would predict an error of about 1.1 per cent at 4.0 bohr, three times the def2-SVP value and opposite in sign to the def2-TZVP one. The repulsion that shifts the levels also changes the couplings, and in this molecule both effects are needed.

The full set of computed values is in the numerical output below.

Values computed for the example and the checks

```
MODEL, independent electrons
quartic coefficient, full space: -1.9996
quartic coefficient, no double transfer: -3.9984
error 1 % of exact at t/gap = 0.10050
error 5 % of exact at t/gap = 0.22913
error 10 % of exact at t/gap = 0.33166
error 20 % of exact at t/gap = 0.48990
error 10 % of second order at t/gap = 0.35136
chosen gap = 0.500 hartree
coupling at 10 % = 0.16583 hartree = 4.512 eV
exact stabilisation = 0.10000 hartree = 262.5 kJ/mol
second order = 0.11000 hartree = 288.8 kJ/mol
transferred charge = 0.16667 electron
MODEL with repulsion: 10 % point t/G
kappa = 1: t/G = 0.48725
kappa = 2: t/G = 0.33166
kappa = 3: t/G = 0.29062
kappa = 4: t/G = 0.27373
kappa = 100000: t/G = 0.23452
H3Ga-NH3, RHF/def2-SVP fragments
Ga-H 3.0 bohr, N-H 1.9 bohr
N-Ga-H 100.0 deg, Ga-N-H 111.0 deg
free acceptor level = 0.0231 hartree
free donor level = -0.4173 hartree
p_z weight: acceptor on Ga 0.913, donor on N 0.846
Mean field: R/bohr, gap, t, S, S2 /hartree, t/gap, error/%
3.6 0.7960 0.0453 0.00515 0.00516 0.0570 0.32
4.0 0.7236 0.0469 0.00605 0.00608 0.0648 0.42
4.5 0.6551 0.0444 0.00599 0.00602 0.0678 0.46
5.0 0.6049 0.0398 0.00523 0.00525 0.0659 0.43
6.0 0.5402 0.0299 0.00331 0.00332 0.0554 0.31
Pair integrals: R/bohr, J, K, G /hartree, kappa, coupling ratio
3.6 0.2917 0.0214 0.5471 2.523 -0.311
4.0 0.2862 0.0228 0.4829 2.615 -0.416
4.5 0.2740 0.0218 0.4246 2.769 -0.587
5.0 0.2579 0.0187 0.3844 2.958 -0.753
6.0 0.2220 0.0110 0.3403 3.354 -0.943
Interacting pair: R/bohr, S, S2 /hartree, t/G, error/%
3.6 0.00781 0.00785 0.0829 0.42
4.0 0.00948 0.00951 0.0971 0.36
4.5 0.00970 0.00969 0.1046 -0.11
5.0 0.00862 0.00857 0.1037 -0.58
6.0 0.00541 0.00538 0.0880 -0.61
R = 4.0 bohr = 2.117 angstrom
there, mean-field S = 15.9 kJ/mol
there, interacting-pair S = 24.9 kJ/mol
```
